# Relative solute excess and the dividing surface at a planar binary interface

## What goes wrong with a single excess

Take one composition profile across an aluminium contact on silicon and ask how much aluminium has gathered at the interface. The answer requires a position at which the silicon crystal is said to end. For the model profile used below, three positions 0.5 nm apart give aluminium excesses of $-30.6$, $-1.9$ and $+26.8$ atoms per nm². The atoms have not moved, yet a strong depletion has become a strong enrichment.

A combination of the aluminium and silicon excesses is free of this arbitrariness. I build it from the simplest profile and then remove the simplifications.

## Two sharp steps

Let $z$ be normal to a planar interface, with phase $\alpha$ on the left and phase $\beta$ on the right. Component 1 is the solvent and component 2 the solute. Their uniform bulk concentrations are $c_i^\alpha$ and $c_i^\beta$, in atoms per volume, and

$$\Delta c_i=c_i^\alpha-c_i^\beta .$$

The window $-L<z<L$ reaches well into both bulks. The Gibbs excess per area, for a dividing surface at $z_0$, is

$$\Gamma_i(z_0)=\int_{-L}^{z_0}(c_i-c_i^\alpha)\,dz+\int_{z_0}^{L}(c_i-c_i^\beta)\,dz .$$

It compares the real profile with two uniform phases that meet at $z_0$.

Suppose first that component $i$ jumps from $c_i^\alpha$ to $c_i^\beta$ at $s_i$. If $z_0<s_i$, the integrands differ from zero only between $z_0$ and $s_i$, where the second one equals $\Delta c_i$. The result is $\Delta c_i(s_i-z_0)$. If $z_0>s_i$, only the first integral contributes, with integrand $-\Delta c_i$ over a length $z_0-s_i$. The result is again

$$\Gamma_i(z_0)=\Delta c_i(s_i-z_0).$$

Both excesses are linear in $z_0$, so a suitable multiple of one cancels the slope of the other. Assuming $\Delta c_1\neq0$,

$$\Gamma_2-\frac{\Delta c_2}{\Delta c_1}\Gamma_1
=\Delta c_2(s_2-z_0)-\Delta c_2(s_1-z_0)=\Delta c_2(s_2-s_1).$$

The position $z_0$ has gone. What remains is the offset between the two steps multiplied by $\Delta c_2$, a property of the profile.

**Limit.** If the steps coincide, $s_1=s_2$, the combination vanishes. That is the sensible answer for two uniform phases in direct contact, although each excess is nonzero wherever $z_0\ne s_1$ and $\Delta c_i\neq 0$.

## Any profile

Now let $c_i(z)$ have any integrable shape inside the window. Write $n_i=\int_{-L}^{L}c_i\,dz$ for the number of atoms per area. The bulk terms in the definition are constants, so integrating them gives the counting form

$$\Gamma_i(z_0)=n_i-c_i^\alpha(z_0+L)-c_i^\beta(L-z_0).$$

The lengths $z_0+L$ and $L-z_0$ are those assigned to the two phases. Move the surface by $d$. The count $n_i$ is unchanged, the $\alpha$ length grows by $d$, and the $\beta$ length shrinks by $d$:

$$\Gamma_i(z_0+d)=\Gamma_i(z_0)-c_i^\alpha d+c_i^\beta d=\Gamma_i(z_0)-\Delta c_i\,d .$$

This is not an expansion for small $d$. It also shows that an individual excess depends on the surface only if its own $\Delta c_i$ is nonzero. A solute with equal concentrations in both phases has an invariant $\Gamma_2$.

Define the relative solute excess

$$\Gamma_2^{(1)}=\Gamma_2-\frac{\Delta c_2}{\Delta c_1}\,\Gamma_1,\qquad \Delta c_1\neq0 .$$

After the move it becomes

$$\left[\Gamma_2-\Delta c_2 d\right]-\frac{\Delta c_2}{\Delta c_1}\left[\Gamma_1-\Delta c_1 d\right]
=\Gamma_2^{(1)}-\Delta c_2d+\Delta c_2d=\Gamma_2^{(1)} .$$

This proves the invariance.

The multiplier is unique. For any constant $\lambda$, the quantity $\Gamma_2-\lambda\Gamma_1$ changes by $-(\Delta c_2-\lambda\Delta c_1)d$, which vanishes for every $d$ only if $\lambda=\Delta c_2/\Delta c_1$.

**Limit of an empty second phase.** When both $c_i^\beta$ tend to zero, the multiplier tends to $c_2^\alpha/c_1^\alpha$, the composition ratio of one phase. For two condensed phases, equating this ratio to $\Delta c_2/\Delta c_1$ gives

$$c_1^\alpha(c_2^\alpha-c_2^\beta)=c_2^\alpha(c_1^\alpha-c_1^\beta)
\quad\Longrightarrow\quad c_1^\alpha c_2^\beta=c_2^\alpha c_1^\beta .$$

With $c_1^\alpha$ and $c_1^\beta$ nonzero, the shortcut therefore requires equal solute-to-solvent ratios in the two phases.

## A surface that gives the number a meaning

The solvent excess vanishes where $\Gamma_1(z_0)-\Delta c_1d=0$, that is, at

$$z_1=z_0+\frac{\Gamma_1(z_0)}{\Delta c_1}.$$

There the second term of $\Gamma_2^{(1)}$ is zero, so $\Gamma_2^{(1)}=\Gamma_2(z_1)$. The relative excess is the solute excess measured on the surface where the solvent has none.

If $\Delta c_2\ne0$ too, the roles can be exchanged:

$$\Gamma_1^{(2)}=\Gamma_1-\frac{\Delta c_1}{\Delta c_2}\Gamma_2
=-\frac{\Delta c_1}{\Delta c_2}\,\Gamma_2^{(1)} .$$

The two numbers carry the same information in different measures.

**Limit of failure.** As $\Delta c_1\to0$ with $\Gamma_1\neq0$, the position $z_1$ runs away to infinity. At $\Delta c_1=0$ moving the surface cannot remove the solvent excess, and solvent-relative excess is undefined.

## Numbers for an aluminium contact

Let silicon be component 1, aluminium component 2, the silicon crystal $\alpha$ and the metal $\beta$. The temperature is 800 K. The bulk concentrations, in nm⁻³, are model inputs of realistic size, whose third figure is not meant as a measurement:

- silicon: 49.7 in the crystal and 0.6 in the metal;
- aluminium: 0.005 in the crystal and 57.4 in the metal.

Hence $\Delta c_1=49.100$ nm⁻³, $\Delta c_2=-57.395$ nm⁻³ and $\Delta c_2/\Delta c_1=-1.16894$.

The model profile has hyperbolic-tangent steps of width 0.2 nm, centred at $s_1=0.05$ nm for silicon and $s_2=0.07$ nm for aluminium. A Gaussian enrichment $h\exp[-(z-s_1)^2/w^2]$ of aluminium is added, with $h=3.0$ nm⁻³ and $w=0.4$ nm. A tangent step minus a sharp step at the same centre is odd about that centre, so the difference integrates to zero, apart from negligible tails at the window ends. The sharp-step result therefore still applies, and the Gaussian adds its area:

$$\Gamma_2^{(1)}=hw\sqrt\pi+\Delta c_2(s_2-s_1)
=2.1269-57.395\times0.02=0.9790\ \text{nm}^{-2}.$$

This is 0.00979 Å⁻². Direct integration of the definition, with $L=10$ nm, gives the following excesses in nm⁻²:

| $z_0$ (nm) | $\Gamma_1$ | $\Gamma_2$ | $\Gamma_2^{(1)}$ |
|---:|---:|---:|---:|
| −0.5 | 27.0050 | −30.5882 | 0.9790 |
| 0.0 | 2.4550 | −1.8907 | 0.9790 |
| 0.5 | −22.0950 | 26.8068 | 0.9790 |

For the middle row, $-1.8907+1.16894\times2.4550=0.9790$. The silicon excess vanishes at 0.05 nm, where the aluminium excess is 0.9790 nm⁻². The aluminium excess vanishes at 0.0329 nm, where the silicon excess is $0.9790/1.16894=0.8375$ nm⁻². The one-phase multiplier $0.005/49.7$ fails here: its combination changes by 57.4 nm⁻² between the first and last rows.

The closed form also shows what the invariance does not protect. Shifting both profiles together is harmless, but shifting aluminium against silicon by 0.01 nm changes the result by about 0.57 nm⁻². The relative alignment of the two profiles matters even though the choice of $z_0$ does not.

## From counting to interfacial free energy

So far equilibrium has not been used. Now let the two phases be in equilibrium at constant temperature and under hydrostatic pressure $p$. For a window of area $A$ and volume $V=2LA$, the grand potential is

$$\Omega=-pV+\gamma A,$$

where $\gamma$ is the interfacial free energy per area. A planar interface has the same pressure on both sides, so this $\gamma$ does not depend on $z_0$. At fixed temperature, volume and area, $d\Omega=-A(n_1d\mu_1+n_2d\mu_2)$, with $\mu_i$ the chemical potentials. Dividing by $A$,

$$d\gamma=2L\,dp-n_1d\mu_1-n_2d\mu_2 .$$

Each bulk phase obeys the Gibbs–Duhem relation $dp=c_1d\mu_1+c_2d\mu_2$. Split $2L$ into $(z_0+L)+(L-z_0)$, using the $\alpha$ relation for the first length and the $\beta$ relation for the second. Collecting the factors of $d\mu_i$ reproduces the counting form:

$$d\gamma=-\Gamma_1d\mu_1-\Gamma_2d\mu_2 .$$

The two potentials cannot vary independently, because $dp$ must agree in both phases. Subtracting the two Gibbs–Duhem relations gives

$$\Delta c_1d\mu_1+\Delta c_2d\mu_2=0,\qquad
\frac{d\mu_1}{d\mu_2}=-\frac{\Delta c_2}{\Delta c_1}.$$

Substitution yields

$$d\gamma=-\left(\Gamma_2-\frac{\Delta c_2}{\Delta c_1}\Gamma_1\right)d\mu_2=-\Gamma_2^{(1)}d\mu_2 .$$

The invariant is thus the response of a quantity that never depended on the dividing surface. The pressure varies along this path:

$$\frac{dp}{d\mu_2}=c_2^\alpha-c_1^\alpha\frac{\Delta c_2}{\Delta c_1}.$$

At fixed temperature and fixed pressure, a binary two-phase equilibrium with $dp/d\mu_2\neq0$ has no freedom left to change $\mu_2$.

**Test on a lattice mixture.** The sites of a simple cubic lattice hold component 1, component 2 or a vacancy. In mean field, neighbouring atoms lower the energy by 1.0 for a 1–1 pair, 0.8 for a 2–2 pair and 0.3 for a 1–2 pair. The thermal energy is 1.0, and lengths are in layer spacings. At $\mu_2=-1.5$ the coexisting occupations of components 1 and 2 are $(0.93857,0.03623)$ and $(0.03891,0.91351)$.

In a stack of 40 layers, surfaces at 20 and 21 give solute excesses of $-0.05185$ and $0.82543$. The relative excess is $-0.078195$. Changing $\mu_2$ by 0.001 either way, solving the coexistence and the interface afresh, and differencing $\gamma$ gives $-d\gamma/d\mu_2=-0.078195$. The differenced slope $d\mu_1/d\mu_2$ is 0.97512 and $dp/d\mu_2$ is 0.95145, both equal to their formulas at the digits shown.

The negative sign can be read directly. Every site is occupied or vacant, so the excesses of components and vacancies add to zero. On the surface where $\Gamma_1=0$, the vacancy excess is therefore $+0.078$: this model interface gathers vacancies at the expense of solute.

**Pressure on the contact.** With bulk concentrations held at their starting values, raising the pressure by 100 MPa changes $\mu_1$ by 0.01256 eV and $\mu_2$ by 0.01074 eV. To leading order,

$$d\gamma=-0.979\times0.01074\approx-0.0105\ \text{eV/nm}^2,$$

or about $-1.7$ mJ/m². This is the adsorption contribution, and it shows what the invariant measures. Define volumes $v_1,v_2$ by $c_1v_1+c_2v_2=1$ in both phases, so that $d\mu_i=v_i\,dp$. Subtracting the two conditions gives $v_1/v_2=-\Delta c_2/\Delta c_1$, and therefore $v_2\Gamma_2^{(1)}=v_1\Gamma_1+v_2\Gamma_2=\int(c_1v_1+c_2v_2-1)\,dz$. The relative excess of a binary interface is its overpacking, here 0.017 nm, counted in solute atoms. Aluminium that displaces an equal volume of silicon leaves it unchanged. Without the Gaussian the model gives $-1.15$ nm⁻² and $d\gamma$ has the opposite sign, so the sign is a property of the chosen profile, not of real contacts. Compression also changes the area of the existing interface elastically, an effect which the constant-area derivation omits. It depends on the interface stress and can be of comparable size, so the number above is not the full change of $\gamma$.

## When the bulk references are wrong

Replace the true bulk values by fixed but wrong references $\tilde c_i^\alpha,\tilde c_i^\beta$, and use their differences in the multiplier. The shift proof still works, because it never asked whether the references were correct. Independence of $z_0$ therefore cannot certify the result.

The window reveals the fault. Widening it by $\ell$ on each side adds $(c_i^\alpha+c_i^\beta)\ell$ atoms but subtracts $(\tilde c_i^\alpha+\tilde c_i^\beta)\ell$. With true references these cancel; with wrong ones an error generally grows in proportion to $\ell$.

As an example, keep the 800 K profile but take reference densities contracted to 300 K, using rough linear expansion coefficients of $3.8\times10^{-6}$ K⁻¹ for silicon and $2.6\times10^{-5}$ K⁻¹ for aluminium. The apparent relative excess is $-12.1$ nm⁻² for $L=5$ nm and $-25.3$ nm⁻² for $L=10$ nm, instead of 0.98 nm⁻². At $L=10$ nm, moving $z_0$ from 0 to 0.5 nm leaves the wrong value unchanged.

## A curved interface

Let $\beta$ be a sphere inside $\alpha$, with dividing radius $R$ and area $A=4\pi R^2$. Counting gives $A\Gamma_i=N_i-c_i^\beta V_{\rm in}-c_i^\alpha V_{\rm out}$, where $N_i$ is the number of atoms. Transferring a volume $\delta V$ from outside to inside changes $A\Gamma_i$ by $\Delta c_i\,\delta V$. The same multiplier cancels this change, so $A\Gamma_2^{(1)}$ is invariant, while the excess per area scales as $1/R^2$.

For the aluminium profile wrapped around a 50 nm sphere, moving the surface from 50 to 50.5 nm changes the value from 0.978 to 0.958 nm⁻², a fall of 2%. **In the planar limit** $R\to\infty$ at fixed displacement, the area ratio tends to one and the original theorem returns.

## The model beside a real contact

The chosen temperature lies below the aluminium–silicon eutectic, roughly 850 K, so a solid contact is reasonable. About one silicon atom per hundred in the metal is a typical order of magnitude; the aluminium content of the crystal, $5\times10^{18}$ cm⁻³, is a rougher estimate. The enrichment and the step offset are model choices, so 0.98 nm⁻² is not a prediction for a particular contact. Real contacts may contain oxygen, which breaks the binary assumption by an amount not estimated here. They may also lack flat, saturated bulks. If silicon in the metal falls linearly by 10% over 10 nm while the saturated reference is kept, $\Gamma_1$ changes by $-0.3$ nm⁻². With the aluminium profile held fixed, the relative excess changes by $-0.35$ nm⁻², or 36% of its value. If aluminium instead fills the vacated sites one for one, $\Gamma_2$ rises by 0.3 nm⁻² and the net change is only $-0.05$ nm⁻².

Space charge can add aluminium that the Gaussian does not represent. This needs acceptors that have had time to move. Aluminium diffuses in silicon at 800 K with a coefficient of order $10^{-21}$ cm²/s, so crossing 2 nm takes months to years. With frozen acceptors the surplus is zero, and what follows is an equilibrium limit. Assume mobile, fully ionized, dilute acceptors and nondegenerate holes, both of bulk concentration $c$. Let $y$ be the electrostatic potential energy drop of an acceptor divided by the thermal energy $T$. Acceptors then follow $ce^y$ and holes $ce^{-y}$. In atomic units, with relative permittivity $\varepsilon_r$, Poisson's equation is

$$y''=\frac{\sinh y}{\ell_s^2},\qquad \ell_s^2=\frac{\varepsilon_rT}{8\pi c}.$$

Multiplying by $y'$ and integrating from the flat bulk gives $y'=-(2/\ell_s)\sinh(y/2)$ where $z$ now measures distance from the contact into the crystal, and $y$ decays with it. With $y_0$ the value at the contact, the acceptor surplus is

$$\int c(e^y-1)\,dz=c\,\ell_s\int_0^{y_0}e^{y/2}dy
=2c\,\ell_s(e^{y_0/2}-1).$$

For a rough band bending of 0.4 eV and $\ell_s=2.11$ nm, this is 0.36 nm⁻². It is not the change of the relative excess. An aluminium acceptor replaces a silicon atom, so $\Gamma_1$ falls by as much as $\Gamma_2$ rises, and the relative excess changes by $(1+\Delta c_2/\Delta c_1)\times0.36\approx-0.06$ nm⁻².

Only 0.0003 nm⁻² of the surplus lies beyond 10 nm. About half of it lies within 0.21 nm of the contact, less than a silicon bond length, where the formula puts acceptors on up to 3% of the sites. The field at the contact reaches about 6 MV/cm. A continuum model of dilute acceptors is not reliable there, so the surplus is only a rough indication of size. Full ionization is an idealization too. With an isolated acceptor level 0.07 eV above the valence band and a level degeneracy of four, between a fifth and a third of the bulk acceptors would be neutral at 800 K, for an effective valence-band density of states between 0.19 and 0.08 nm⁻³, and the surplus would fall to between 0.33 and 0.30 nm⁻².

The relative excess is not a count of electrically active dopants: $\Gamma_2$ includes every aluminium atom, whatever its site or charge. The program and its output give the remaining inputs and intermediate values.

## Table of computed values

```
Temperature: 800 K; kT = 0.0689 eV
Si concentration in Si crystal, in Al metal: 49.7, 0.6 nm^-3
Al concentration in Si crystal, in Al metal: 0.005, 57.4 nm^-3
Step width: 0.2 nm; Si, Al step centres: 0.05, 0.07 nm
Al enrichment height: 3.0 nm^-3; width: 0.4 nm
Half-window: 10.0 nm
Concentration difference Si, Al: 49.100, -57.395 nm^-3
Ratio of differences Al/Si: -1.16894
z0 = -0.5 nm: Si excess +27.0050, Al excess -30.5882, relative +0.9790 nm^-2
z0 = +0.0 nm: Si excess +2.4550, Al excess -1.8907, relative +0.9790 nm^-2
z0 = +0.5 nm: Si excess -22.0950, Al excess +26.8068, relative +0.9790 nm^-2
Relative Al excess: 0.9790 nm^-2 = 0.009790 angstrom^-2
Enrichment part: 2.1269 nm^-2
Step-offset part: -1.1479 nm^-2
Surface of zero Si excess: 0.0500 nm; Al excess there 0.9790 nm^-2
Surface of zero Al excess: 0.0329 nm; Si excess there 0.8375 nm^-2
One-phase-ratio combination, change from z0=-0.5 to 0.5 nm: 57.400 nm^-2
Lattice model (energies in 1-1 bond energy, lengths in layer spacing):
  bonds 11, 22, 12: 1.0, 0.8, 0.3; kT = 1.0
  mu2 = -1.5; mu1 = -2.07891; pressure = 0.97402
  occupations alpha: 0.93857, 0.03623; beta: 0.03891, 0.91351
  interfacial free energy: 0.375366
  solute excess at z0 = 20, 21: -0.05185, 0.82543
  relative excess: -0.078195; -dgamma/dmu2: -0.078195
  dmu1/dmu2: 0.97512; minus ratio of differences: 0.97512
  dp/dmu2: 0.95145; formula: 0.95145
100 MPa on contact: change of mu_Si, mu_Al: 0.01256, 0.01074 eV
  change of interfacial free energy: -0.01052 eV/nm^2 = -1.685 mJ/m^2
Neglected effects (rough):
  linear expansion Si, Al: 3.8e-06, 2.6e-05 K^-1
  relative excess with 300 K references, half-window 5 nm: -12.121 nm^-2
  same, half-window 10 nm: -25.319 nm^-2
  error from 10 percent fall of Si in metal: -0.351 nm^-2
  sphere 50 nm: relative excess at R=50, 50.5 nm: 0.9776, 0.9583 nm^-2
  capillary pressure for 0.5 J/m^2: 20.0 MPa
  100 MPa stress shift of mu_Al relative to kT: 0.156
  screening length: 2.111 nm; band bending: 0.4 eV
  acceptor excess in space charge: 0.3630 nm^-2
  part of it beyond 10 nm: 0.000334 nm^-2
  hole mass: 0.8 m_e; hole density / valence-band density: 0.0639
```
